# Area weighting and conjugate gradients for diffuse exchange in deposition features: test program

```python
"""Result under test: for diffuse molecular exchange between facets,
M = A - (1-s) K is symmetric positive definite when 0 < s <= 1.
A: diagonal matrix of facet areas (per unit trench length: strip widths)
K[i,j] = A[i] F[i,j]; F[i,j]: fraction leaving i that lands next on j
s: sticking probability; G: incident flux / flux on a flat open surface
d: part of G arriving directly from the gas; M G = A d.
Conditions: K symmetric, nonnegative, row sums of F at most one.
The trench is infinitely long; y runs from mouth (0) to floor (depth).
Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const


def boundary_points(width, depth, n_wall, n_floor):
    """Corner-refined nodes: down left wall, across floor, up right wall."""
    wall = depth * (1 - np.cos(np.pi * np.arange(n_wall + 1) / n_wall)) / 2
    floor = width * (1 - np.cos(np.pi * np.arange(n_floor + 1) / n_floor)) / 2
    left = np.column_stack((np.zeros(n_wall + 1), wall))
    bottom = np.column_stack((floor[1:], np.full(n_floor, depth)))
    right = np.column_stack((np.full(n_wall, width), wall[::-1][1:]))
    return np.vstack((left, bottom, right)), wall


def closed_exchange(points):
    """Crossed-strings exchange areas; the last facet is the mouth."""
    start, end = points, np.roll(points, -1, axis=0)

    def dist(p, q):
        return np.linalg.norm(p[:, None, :] - q[None, :, :], axis=2)

    exchange = (dist(start, start) + dist(end, end)
                - dist(start, end) - dist(end, start)) / 2
    np.fill_diagonal(exchange, 0.0)
    return np.linalg.norm(end - start, axis=1), exchange


def conjugate_gradient(matrix, rhs, precond, weight, tol=1e-8, limit=500):
    """CG with diagonal preconditioner; residual norm uses given weights."""
    x = np.zeros_like(rhs)
    r = rhs.copy()
    z = r / precond
    p = z.copy()
    rz = r @ z
    iterates = [x.copy()]
    target = tol * np.sqrt(np.sum(weight * rhs**2))
    while (np.sqrt(np.sum(weight * r**2)) > target
           and len(iterates) <= limit):
        mp = matrix @ p
        alpha = rz / (p @ mp)
        x = x + alpha * p
        r = r - alpha * mp
        z = r / precond
        rz_new = r @ z
        p = z + (rz_new / rz) * p
        rz = rz_new
        iterates.append(x.copy())
    return x, iterates


def trench_flux(width, depth, s, n_wall=48, n_floor=24):
    """Return flux, mean wall flux and mean floor flux."""
    pts, _ = boundary_points(width, depth, n_wall, n_floor)
    a_all, k_all = closed_exchange(pts)
    a, k = a_all[:-1], k_all[:-1, :-1]
    matrix = np.diag(a) - (1 - s) * k
    g, _ = conjugate_gradient(matrix, k_all[:-1, -1], a, 1 / a)
    is_floor = np.zeros(len(a), bool)
    is_floor[n_wall:n_wall + n_floor] = True
    return (g, np.average(g[~is_floor], weights=a[~is_floor]),
            np.average(g[is_floor], weights=a[is_floor]))


def ray_fraction(source, target, gap, blade_distance=None, blade=None):
    """Count cosine-law rays between facing walls, with optional blade."""
    n = 2000
    y0 = source[0] + (source[1] - source[0]) * (np.arange(n) + 0.5) / n
    sine = -1 + 2 * (np.arange(n) + 0.5) / n
    slope = sine / np.sqrt(1 - sine**2)
    landing = y0[:, None] + gap * slope
    hit = (landing > target[0]) & (landing < target[1])
    if blade is not None:
        crossing = y0[:, None] + blade_distance * slope
        hit &= ~((crossing > blade[0]) & (crossing < blade[1]))
    return hit.mean()


def fly(width, depth, s, n, edges, rng, batches=20):
    """Three-dimensional flights, using no view factors."""
    groups = len(edges) - 1
    counts = np.zeros(batches * (groups + 1))
    path, axial = np.zeros(n), np.zeros(n)
    escaped_all = np.zeros(n, bool)
    ids = np.arange(n)
    x, y = width * rng.random(n), np.zeros(n)
    nx, ny = np.zeros(n), np.ones(n)
    while ids.size:
        m = ids.size
        u, phi = rng.random(m), 2 * np.pi * rng.random(m)
        vn, vt = np.sqrt(1 - u), np.sqrt(u) * np.cos(phi)
        vx, vy = nx * vn - ny * vt, ny * vn + nx * vt
        with np.errstate(divide="ignore", invalid="ignore"):
            tx = np.where(vx > 0, (width - x) / vx, -x / vx)
            ty = np.where(vy > 0, (depth - y) / vy, -y / vy)
        side = tx < ty
        step = np.where(side, tx, ty)
        path[ids] += step
        axial[ids] += np.sqrt(u) * np.sin(phi) * step
        x, y = x + vx * step, y + vy * step
        escaped = ~side & (vy < 0)
        escaped_all[ids[escaped]] = True
        place = np.clip(np.searchsorted(edges, y) - 1, 0, groups - 1)
        place = np.where(side, place, groups)
        landed = ~escaped
        key = (ids[landed] % batches) * (groups + 1) + place[landed]
        counts += np.bincount(key, minlength=counts.size)
        alive = landed & (rng.random(m) >= s)
        x = np.where(side, np.where(vx > 0, width, 0.0), x)
        y = np.where(side, y, depth)
        nx = np.where(side, -np.sign(vx), 0.0)
        ny = np.where(side, 0.0, -1.0)
        ids, x, y = ids[alive], x[alive], y[alive]
        nx, ny = nx[alive], ny[alive]
    areas = np.append(2 * np.diff(edges), width)
    flux = counts.reshape(batches, -1) / (n / batches) * width / areas
    return flux, path, axial, escaped_all


def asymmetry(matrix):
    return np.linalg.norm(matrix - matrix.T) / np.linalg.norm(matrix)


# Rough regime of low-pressure SiO2 deposition from TEOS.
width, depth, s = 500.0, 2000.0, 0.05
temperature, pressure_torr, rate_nm_min = 1000.0, 0.5, 10.0
diameter_nm, mass_u, oxide_g_cm3, oxide_molar_g = 0.8, 208.0, 2.2, 60.08
n_wall, n_floor = 48, 24
rng = np.random.default_rng(12345)

points, wall_nodes = boundary_points(width, depth, n_wall, n_floor)
area_all, k_all = closed_exchange(points)
area, K, mouth = area_all[:-1], k_all[:-1, :-1], k_all[:-1, -1]
F, direct = K / area[:, None], mouth / area
N = len(area)
M = np.diag(area) - (1 - s) * K
B = np.eye(N) - (1 - s) * F

# Geometry: closure, sign, and reciprocity from counted rays.
assert np.allclose(k_all.sum(axis=1), area_all, rtol=1e-9)
assert k_all.min() > -1e-9
src, dst = (200.0, 500.0), (400.0, 1200.0)
strings = (np.hypot(width, dst[0] - src[0]) + np.hypot(width, dst[1] - src[1])
           - np.hypot(width, dst[0] - src[1])
           - np.hypot(width, dst[1] - src[0])) / 2
strings = abs(strings)
len_src, len_dst = src[1] - src[0], dst[1] - dst[0]
f_st = ray_fraction(src, dst, width)
f_ts = ray_fraction(dst, src, width)
blade = (450.0, 600.0)
b_st = ray_fraction(src, dst, width, 0.3 * width, blade)
b_ts = ray_fraction(dst, src, width, 0.7 * width, blade)
# Counting on a finite ray grid has an edge error below one part in 500.
assert abs(len_src * f_st / strings - 1) < 2e-3
assert abs(len_dst * f_ts / strings - 1) < 2e-3
assert b_st < 0.95 * f_st
assert abs(len_src * b_st / (len_dst * b_ts) - 1) < 4e-3

# Definiteness and spectrum.
root = np.sqrt(area)
scaled = M / np.outer(root, root)
eig = np.linalg.eigvalsh(scaled)
assert asymmetry(M) < 1e-12 and asymmetry(B) > 0.01
assert eig[0] >= s and eig[-1] <= 2 - s
kappa = eig[-1] / eig[0]
trial = rng.normal(size=N)
form = np.sum(area * (1 - (1 - s) * F.sum(axis=1)) * trial**2)
form += (1 - s) / 2 * np.sum(K * (trial[:, None] - trial)**2)
assert np.isclose(trial @ M @ trial, form, rtol=1e-10)
root_all = np.sqrt(area_all)
closed_s = k_all / np.outer(root_all, root_all)
closed_min = np.linalg.eigvalsh(np.eye(N + 1) - (1 - s) * closed_s)[0]
closed_zero = np.linalg.eigvalsh(np.eye(N + 1) - closed_s)[0]
assert abs(closed_min - s) < 1e-9 and abs(closed_zero) < 1e-9
open_zero = np.linalg.eigvalsh(np.eye(N) - K / np.outer(root, root))[0]
assert open_zero > 1e-4
assert np.allclose(np.linalg.solve(np.diag(area) - K, mouth), 1, atol=1e-8)

# Midpoint factors on one facet per surface: symmetric, not definite.
coarse_pts, _ = boundary_points(width, depth, 1, 1)
ca_all, ck_all = closed_exchange(coarse_pts)
ca = ca_all[:-1]
mid = (coarse_pts[:-1] + coarse_pts[1:]) / 2
normal = np.array([[1.0, 0.0], [0.0, -1.0], [-1.0, 0.0]])
k_mid = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        if i != j:
            ray = mid[j] - mid[i]
            r = np.linalg.norm(ray)
            cosines = (normal[i] @ ray) * (-normal[j] @ ray) / r**2
            k_mid[i, j] = ca[i] * ca[j] * cosines / (2 * r)
c_scale = np.sqrt(np.outer(ca, ca))
mid_min = np.linalg.eigvalsh(np.eye(3) - (1 - s) * k_mid / c_scale)[0]
string_min = np.linalg.eigvalsh(
    np.eye(3) - (1 - s) * ck_all[:-1, :-1] / c_scale)[0]
mid_row = (k_mid.sum(axis=1) / ca).max()
assert asymmetry(k_mid) < 1e-12 and mid_row > 1
assert mid_min < 0 < string_min

# Solvers; the reference is the dense solution of the unweighted balance.
tol = 1e-8
reference = np.linalg.solve(B, direct)
G, history = conjugate_gradient(M, mouth, area, 1 / area, tol)
n_cg = len(history) - 1
assert np.max(abs(G - reference)) < 1e-6
q = (np.sqrt(kappa) - 1) / (np.sqrt(kappa) + 1)
energy0 = np.sqrt(reference @ M @ reference)
for step_no, guess in enumerate(history):
    error, residual = reference - guess, mouth - M @ guess
    energy = np.sqrt(max(error @ M @ error, 0.0))
    assert energy <= 2 * q**step_no * energy0 * (1 + 1e-6) + 1e-10
    error_a = np.sqrt(np.sum(area * error**2))
    residual_a = np.sqrt(np.sum(residual**2 / area))
    assert error_a <= residual_a / s * (1 + 1e-6) + 1e-10
n_bound = int(np.ceil(np.log(tol / 2) / np.log(q)))


def relative_residual(guess):
    res = mouth - M @ guess
    return np.sqrt(np.sum(res**2 / area) / np.sum(mouth**2 / area))


guess, n_fixed = np.zeros(N), 0
while relative_residual(guess) > tol:
    guess, n_fixed = direct + (1 - s) * F @ guess, n_fixed + 1
    assert n_fixed < 5000
plain, plain_history = conjugate_gradient(M, mouth, np.ones(N), 1 / area, tol)
n_plain = len(plain_history) - 1
assert np.max(abs(plain - reference)) < 1e-6
assert n_cg < n_plain and n_cg < n_fixed
_, wrong = conjugate_gradient(B, direct, np.ones(N), area, tol, limit=n_cg)
wrong_residual = relative_residual(wrong[-1])
assert wrong_residual > 10 * tol

# Unequal sticking: area weighting alone fails, a further scaling works.
s_floor = 0.5
sticking = np.full(N, s)
sticking[n_wall:n_wall + n_floor] = s_floor
half = np.sqrt(1 - sticking)
uneven = np.diag(area) - K * (1 - sticking)
repaired = np.diag(area) - half[:, None] * K * half
y_flux, _ = conjugate_gradient(repaired, half * mouth, area, 1 / area, tol)
g_uneven = direct + F @ (half * y_flux)
assert asymmetry(uneven) > 1e-3 and asymmetry(repaired) < 1e-12
assert np.linalg.eigvalsh(repaired)[0] > 0
assert np.max(abs(g_uneven - np.linalg.solve(uneven, mouth))) < 1e-6

# Independent molecular flights.
edges = wall_nodes[::6]
flux_mc, path, axial, escaped = fly(width, depth, s, 300000, edges, rng)
mc_mean = flux_mc.mean(axis=0)
mc_error = flux_mc.std(axis=0, ddof=1) / np.sqrt(len(flux_mc))
wall_groups = [np.average(G[i:i + 6], weights=area[i:i + 6])
               for i in range(0, n_wall, 6)]
floor_g = np.average(G[n_wall:n_wall + n_floor],
                     weights=area[n_wall:n_wall + n_floor])
facet_groups = np.append(wall_groups, floor_g)
# Five standard errors plus a small allowance for finite facets.
assert np.all(abs(mc_mean - facet_groups) < 5 * mc_error + 0.002)
escape = (1 - s) * (mouth @ G) / width
captured = s * (area @ G) / width
assert abs(escape + captured - 1) < 1e-6
assert abs(escaped.mean() - escape) < 0.006
_, path_zero, _, _ = fly(width, depth, 0.0, 100000, edges, rng)
assert abs(path_zero.mean() / (4 * depth) - 1) < 0.05

# Example scales and neglected effects.
kT = const.k * temperature
pressure = pressure_torr * const.torr
mass = mass_u * const.atomic_mass
free_path = kT / (np.sqrt(2) * np.pi * (diameter_nm * 1e-9)**2 * pressure)
free_path *= 1e9
speed = np.sqrt(8 * kT / (np.pi * mass))
transit = path.mean() * 1e-9 / speed
growth_time = 0.01 * width / (2 * rate_nm_min / 60)
oxide_density = oxide_g_cm3 / oxide_molar_g * const.N_A
flux_cm2 = rate_nm_min * 1e-7 / 60 * oxide_density / s
partial = flux_cm2 * 1e4 * np.sqrt(2 * np.pi * mass * kT) / const.torr
assert path.mean() < 0.5 * free_path and transit < 1e-3 * growth_time
assert partial < pressure_torr
_, wall_g, _ = trench_flux(width, depth, s)
_, _, fine_floor = trench_flux(width, depth, s, 96, 48)
assert abs(fine_floor - floor_g) < 0.003
_, _, floor_low = trench_flux(width, depth, s / 2)
_, _, floor_high = trench_flux(width, depth, 2 * s)
assert floor_high < floor_g < floor_low
film = 100.0
new_width = width - 2 * film * wall_g
new_depth = depth + film * (1 - floor_g)
_, _, floor_later = trench_flux(new_width, new_depth, s)
assert floor_later < floor_g

print(f"Trench width, depth: {width:.0f}, {depth:.0f} nm")
print(f"Sticking probability: {s:.3f}")
print(f"Temperature: {temperature:.0f} K; pressure: {pressure_torr:.2f} Torr")
print(f"Flat-surface growth rate: {rate_nm_min:.1f} nm/min")
print(f"Collision diameter: {diameter_nm:.1f} nm; mass: {mass_u:.0f} u")
print(f"Oxide density: {oxide_g_cm3:.1f} g/cm3")
print(f"Facets: {N}; width range: {area.min():.2f} to {area.max():.2f} nm")
print(f"Test strips: left {src}, right {dst} nm; blade {blade} nm")
print(f"Strings exchange width: {strings:.3f} nm")
print(f"Ray exchange, two ways: {len_src*f_st:.3f}, {len_dst*f_ts:.3f} nm")
print(f"With blade, two ways: {len_src*b_st:.3f}, {len_dst*b_ts:.3f} nm")
print(f"Relative asymmetry, unweighted matrix: {asymmetry(B):.4f}")
print(f"Relative asymmetry, weighted matrix: {asymmetry(M):.1e}")
print(f"Scaled eigenvalue range: {eig[0]:.5f} to {eig[-1]:.5f}")
print(f"Scaled condition number: {kappa:.3f}; limit: {(2-s)/s:.3f}")
print(f"Unscaled condition number of M: {np.linalg.cond(M):.1f}")
print(f"Closed cavity, least scaled eigenvalue: {closed_min:.5f}")
print(f"Open trench at s=0, least eigenvalue: {open_zero:.5f}")
print(f"Coarse midpoint factors, largest row sum: {mid_row:.4f}")
print(f"Coarse least eigenvalue, midpoint: {mid_min:.4f}")
print(f"Coarse least eigenvalue, strings: {string_min:.4f}")
print(f"Relative residual target: {tol:.0e}")
print(f"Iterations, area-preconditioned CG: {n_cg}")
print(f"Iterations, unpreconditioned CG on M: {n_plain}")
print(f"Iterations, repeated re-emission: {n_fixed}")
print(f"Iterations for energy-error bound {tol:.0e}: {n_bound}")
print(f"CG on unweighted matrix, {len(wrong)-1} steps: "
      f"residual {wrong_residual:.2e}")
print("Wall depth range (nm): facet flux, flight flux +- standard error")
for i in range(len(edges) - 1):
    print(f"  {edges[i]:.0f}-{edges[i+1]:.0f}: {facet_groups[i]:.4f}, "
          f"{mc_mean[i]:.4f} +- {mc_error[i]:.4f}")
print(f"Floor flux: {floor_g:.4f}, {mc_mean[-1]:.4f} +- {mc_error[-1]:.4f}")
print(f"Mean wall flux / flat flux: {wall_g:.4f}")
print(f"Floor growth rate: {rate_nm_min*floor_g:.3f} nm/min")
print(f"Escape probability, facets: {escape:.4f}; "
      f"flights: {escaped.mean():.4f}")
print(f"Uneven case, floor sticking: {s_floor:.2f}; "
      f"asymmetry: {asymmetry(uneven):.4f}")
print(f"Uneven case, mean floor flux: "
      f"{np.average(g_uneven[n_wall:n_wall+n_floor], weights=area[n_wall:n_wall+n_floor]):.4f}")
print(f"Mean path at s=0: {path_zero.mean():.0f} nm; 4V/S: {4*depth:.0f} nm")
print(f"Mean path in trench: {path.mean():.0f} nm")
print(f"Gas mean free path: {free_path:.0f} nm; Kn: {free_path/width:.1f}")
print(f"Expected gas collisions per entry: {path.mean()/free_path:.4f}")
print(f"Transit time: {transit:.2e} s; 1% narrowing: {growth_time:.1f} s")
print(f"Mean axial drift of captured: {abs(axial[~escaped]).mean():.0f} nm")
print(f"Reactive flux: {flux_cm2:.3e} cm^-2 s^-1")
print(f"Reactive partial pressure: {partial:.2e} Torr")
print(f"Floor flux on doubled mesh: {fine_floor:.5f}; base: {floor_g:.5f}")
print(f"Floor flux at s={s/2:.3f}: {floor_low:.4f}; "
      f"at s={2*s:.3f}: {floor_high:.4f}")
print(f"After {film:.0f} nm flat growth: width {new_width:.1f} nm, "
      f"depth {new_depth:.1f} nm")
print(f"Floor flux in narrowed trench: {floor_later:.4f}")
print("OK")
```

Printed output:

```
Trench width, depth: 500, 2000 nm
Sticking probability: 0.050
Temperature: 1000 K; pressure: 0.50 Torr
Flat-surface growth rate: 10.0 nm/min
Collision diameter: 0.8 nm; mass: 208 u
Oxide density: 2.2 g/cm3
Facets: 120; width range: 2.14 to 65.40 nm
Test strips: left (200.0, 500.0), right (400.0, 1200.0) nm; blade (450.0, 600.0) nm
Strings exchange width: 114.593 nm
Ray exchange, two ways: 114.593, 114.593 nm
With blade, two ways: 60.624, 60.629 nm
Relative asymmetry, unweighted matrix: 0.0673
Relative asymmetry, weighted matrix: 2.2e-15
Scaled eigenvalue range: 0.12877 to 1.76734
Scaled condition number: 13.725; limit: 39.000
Unscaled condition number of M: 71.1
Closed cavity, least scaled eigenvalue: 0.05000
Open trench at s=0, least eigenvalue: 0.08291
Coarse midpoint factors, largest row sum: 2.0571
Coarse least eigenvalue, midpoint: -0.9123
Coarse least eigenvalue, strings: 0.1555
Relative residual target: 1e-08
Iterations, area-preconditioned CG: 13
Iterations, unpreconditioned CG on M: 42
Iterations, repeated re-emission: 129
Iterations for energy-error bound 1e-08: 35
CG on unweighted matrix, 13 steps: residual 4.86e-02
Wall depth range (nm): facet flux, flight flux +- standard error
  0-76: 0.8491, 0.8493 +- 0.0038
  76-293: 0.8050, 0.8027 +- 0.0019
  293-617: 0.7336, 0.7334 +- 0.0022
  617-1000: 0.6659, 0.6657 +- 0.0022
  1000-1383: 0.6192, 0.6173 +- 0.0028
  1383-1707: 0.5966, 0.5932 +- 0.0027
  1707-1924: 0.5918, 0.5908 +- 0.0022
  1924-2000: 0.5929, 0.5922 +- 0.0040
Floor flux: 0.6326, 0.6315 +- 0.0023
Mean wall flux / flat flux: 0.6679
Floor growth rate: 6.326 nm/min
Escape probability, facets: 0.7012; flights: 0.7014
Uneven case, floor sticking: 0.50; asymmetry: 0.0219
Uneven case, mean floor flux: 0.4415
Mean path at s=0: 7981 nm; 4V/S: 8000 nm
Mean path in trench: 5354 nm
Gas mean free path: 72839 nm; Kn: 145.7
Expected gas collisions per entry: 0.0735
Transit time: 1.68e-08 s; 1% narrowing: 15.0 s
Mean axial drift of captured: 1237 nm
Reactive flux: 7.351e+15 cm^-2 s^-1
Reactive partial pressure: 9.54e-05 Torr
Floor flux on doubled mesh: 0.63248; base: 0.63258
Floor flux at s=0.025: 0.7755; at s=0.100: 0.4626
After 100 nm flat growth: width 366.4 nm, depth 2036.7 nm
Floor flux in narrowed trench: 0.5137
OK
```
